Wavelength and the Smoothing of a Shallow Grating by Surface Diffusion

**Problem**

A sinusoidal grating has been cut into the surface of a thick single crystal. Its height is

h(x,t) = a(t) cos kx, k = 2π/λ,

and does not vary along y. The crystal is annealed at a fixed temperature T, and atoms move along the surface only. The surface energy γ and the surface mobility are the same for all orientations present. The grating is small in the sense that its slope is small, ka ≪ 1, and λ is much longer than an atomic spacing. The mean surface is atomically rough, so it is not a facet. The relaxation time τ is the time in which the amplitude falls to 1/e of its initial value.

(a) Derive the equation of motion for h.

(b) Show that halving λ, with the material and temperature unchanged, shortens τ by a factor of sixteen.

(c) Evaluate τ for λ = 4000 nm and λ = 2000 nm, both with initial amplitude a₀ = 10 nm, at T = 1000 K. Use γ = 1.5 J/m², atomic volume Ω = 0.012 nm³, surface atom density ν = 15 nm⁻² and surface diffusion coefficient D_s = 3×10⁻⁶ cm²/s. These are rough values in the regime of copper.

(d) Find how finite slope, bulk diffusion, evaporation, anisotropy and a temperature error alter the factor of sixteen.

**Solution**

**(a) Equation of motion**

*Chemical potential.* Per unit length along y, the surface energy is γ times the length of the profile. For small slope,

E = γ ∫ √(1 + h_x²) dx ≈ γ ∫ (1 + h_x²/2) dx,

where subscripts x and t denote derivatives. Let a little material be added, changing h by δh. Then

δE = γ ∫ h_x (δh)_x dx = −γ ∫ h_xx δh dx.

The second form follows by integration by parts; the boundary terms cancel over a whole number of periods. The number of atoms added per unit area is δh/Ω, so the energy per added atom, measured from a flat surface, is

μ = −γΩ h_xx.

At a crest h_xx < 0 and μ > 0; in a trough μ < 0. Atoms therefore lower the energy by moving from crests to troughs.

*Flux.* The mobile atoms are a dilute layer of adatoms with density c and diffusivity D_a. If they exchange atoms with the surface quickly enough to stay in local equilibrium, k_BT ln(c/c₀) = μ, where c₀ is their density on a flat surface. Hence c = c₀ exp(μ/k_BT), and Fick's law gives

J = −D_a c_x = −(D_a c₀/k_BT) exp(μ/k_BT) μ_x.

For |μ| ≪ k_BT the exponential may be replaced by 1. The coefficient D_s is defined by spreading the same transport over all surface atoms, D_s ν = D_a c₀. Then

J = −(D_s ν/k_BT) μ_x.

*Conservation.* The crystal holds h/Ω atoms per unit area above a reference plane. Neglecting the change in the number of adatoms, h_t/Ω = −J_x. Inserting J and then μ,

h_t = (Ω D_s ν/k_BT) μ_xx = −B h_xxxx, B = D_s γ Ω² ν/(k_BT).

**(b) The factor of sixteen**

Four derivatives of cos kx give k⁴ cos kx. The cosine therefore keeps its shape, and

da/dt = −Bk⁴ a, a(t) = a₀ exp(−t/τ),

τ = 1/(Bk⁴) = λ⁴/(16π⁴B).

With B fixed,

τ(λ)/τ(λ/2) = λ⁴/(λ/2)⁴ = 2⁴ = 16.

The four powers of k have separate origins. At given amplitude, the curvature that sets μ is proportional to k². The gradient that drives the flux supplies a third factor k, because crest and trough are closer together. The divergence of the flux supplies the fourth, because each crest contains less material.

**(c) Numbers**

In the units eV, nm and s, γ = 9.362 eV/nm², D_s = 3.0×10⁸ nm²/s and k_BT = 0.08617 eV. Thus

B = (3.0×10⁸)(9.362)(0.012)²(15)/0.08617 = 7.04×10⁷ nm⁴/s.

For λ = 4000 nm, k = 1.571×10⁻³ nm⁻¹ and

τ = 1/[(7.04×10⁷)(1.571×10⁻³)⁴] = 2333 s, or about 39 min.

For λ = 2000 nm, k = 3.142×10⁻³ nm⁻¹ and τ = 146 s, or about 2.4 min.

The initial steepness ka₀ is 0.016 for the long grating and 0.031 for the short one. At the crest of the short grating μ/k_BT = 1.3×10⁻⁴, which justifies the linearised exponential. The neglected change in adatom number, relative to the displaced material, is c₀Ω²γk²/(k_BT). Since c₀ cannot exceed ν, this is at most Bk²/D_s = 2.3×10⁻⁶ for the short grating.

The decay can also be computed without the fourth-derivative equation. The surface is divided into columns of equal width d, 128 for the long period and 64 for the short. Straight segments join the heights of neighbouring columns, and the surface energy is γ times their total length. The potential of each column is the derivative of this energy, the exponential in c is kept, and the flux runs along the segments. Numerical integration in time gives 1/e times of 2334 s and 146 s, with ratio 15.977.

The small deficit from 16 has two sources. Replacing derivatives by differences changes k⁴ to [(2/d) sin(kd/2)]⁴ ≈ k⁴[1 − (kd)²/6]. With kd = 2π/64 and 2π/128, this slows the short grating by 0.16% and the long one by 0.04%. The finite slope, treated next, accounts for the rest.

**(d) What changes the factor**

*Finite slope.* Without the small-slope approximation, varying the full length gives μ = −γΩ h_xx(1 + h_x²)^(−3/2). The flux is driven by the gradient along the surface, (1 + h_x²)^(−1/2) ∂/∂x. Hence

h_t = −B ∂/∂x { (1 + h_x²)^(−1/2) ∂/∂x [ h_xx (1 + h_x²)^(−3/2) ] }.

Write s = sin kx and c = cos kx in this paragraph. To cubic order in a, the square bracket is

h_xx(1 − 3h_x²/2) = −ak² c + (3/2)a³k⁴ c s².

Its derivative, using c² = 1 − s², is

ak³ s + a³k⁵ (3s − 9s³/2).

Multiplication by 1 − h_x²/2 = 1 − a²k²s²/2 gives

ak³ s + a³k⁵ (3s − 5s³).

Since s³ = (3 sin kx − sin 3kx)/4, the part proportional to sin kx is ak³(1 − 3k²a²/4) sin kx. The generated third harmonic is of order a³ and acts back on the first only at order a⁵. To cubic order, therefore,

da/dt = −Bk⁴ a (1 − 3k²a²/4).

Once the third harmonic is present, "amplitude" must be specified. Here and in the column calculation a is the coefficient of cos kx. Half the crest-to-trough depth differs from it at relative order (ka)², and using that depth instead lowers the coefficient (3/8)(1 − e⁻²) = 0.324 below to 0.318. The 1/e time follows by integrating from a₀/e to a₀:

t = τ ∫ (1/a + 3k²a/4) da = τ [1 + (3/8)(1 − e⁻²)(ka₀)²].

Steeper gratings thus decay more slowly than the linear theory says. In the example the correction is 0.03% for the short grating and 0.008% for the long one.

It is no longer small for deep gratings. With a₀ = 300 nm for both wavelengths, ka₀ is 0.47 and 0.94, and the column calculation gives a ratio of 13.2 (13.3 if the crest-to-trough depth is used as the amplitude). The short grating is steeper, so finite slope slows it more than the long one. If the depth is halved together with the wavelength, the factor of sixteen returns even at finite slope. Under x → x/2, h → h/2 and t → t/16, the slope is unchanged and both sides of the full equation are multiplied by 8.

*Bulk diffusion.* Atoms can also travel through the crystal, with self-diffusion coefficient D_v and flux −(D_v/Ωk_BT)∇μ. The atoms move by exchange with vacancies, which are few and therefore diffuse much faster than D_v suggests. The potential then stays close to a steady state during the decay, with ∇²μ = 0, and below the surface (z < 0) it is γΩk²a e^(kz) cos kx. Its vertical gradient at the surface brings in one factor k. The flux at a crest is directed downwards, and the volume it removes per unit area gives the decay rate

(D_v γΩ/k_BT) k³.

Acting alone, this process would give a factor of 8. Its rate relative to surface diffusion is D_v/(D_s Ω ν k), which grows with wavelength. For a rough D_v = 10⁻¹¹ cm²/s it is 1.18% at 4000 nm and 0.59% at 2000 nm.

*Evaporation.* In vacuum, with every arriving vapour atom assumed to stick at equilibrium, a flat surface loses F = p/√(2πmk_BT) atoms per area and time. Here p is the equilibrium vapour pressure and m the atomic mass. A curved surface loses F exp(μ/k_BT), an excess of about Fμ/k_BT. The decay rate is therefore

(FΩ²γ/k_BT) k²,

which alone would give a factor of 4. With rough values p = 10⁻⁸ Torr and m = 63.5 atomic mass units, this is 1.3×10⁻⁶ of the surface-diffusion rate at 4000 nm. The whole surface recedes by 0.39 nm during τ of the long grating, but a uniform recession leaves the amplitude unchanged.

The rates of the three processes add in the linear regime, so the ratio becomes

16 × (1 + 0.0059)/(1 + 0.0118) = 15.91.

*Anisotropy.* Let γ depend smoothly on the tilt θ ≈ h_x from the mean surface. To second order in slope,

γ(θ)√(1 + h_x²) ≈ γ(0) + γ′(0)h_x + [γ(0) + γ″(0)]h_x²/2.

The linear term integrates to zero over a period. The stiffness γ + γ″ therefore replaces γ in B, and the wavelength dependence remains λ⁴. Take γ(θ) = γ₀(1 + 0.01 cos 4θ), with γ₀ the earlier γ and the mobility held fixed. Then γ″(0) = −0.16γ₀ and the stiffness is (1.01 − 0.16)γ₀ = 0.85γ₀. For this orientation, where γ is at its maximum, a one per cent variation in energy thus lengthens τ by a factor 1/0.85, or about 18%. The sign depends on orientation: for a mean surface at θ = 45°, where γ is at its minimum, the stiffness is (0.99 + 0.16)γ₀ = 1.15γ₀ and τ is shortened by a factor 0.87. For θ = 0 the column calculation gives 1.176 for the factor and 15.98 for the ratio of the two times. That deficit from 16 is almost entirely the finite column width discussed in (c), not an effect of anisotropy.

*Temperature error.* If D_s is proportional to exp(−Q/k_BT) and the weak temperature dependence of γ, Ω and ν is ignored, then τ is proportional to T exp(Q/k_BT). For a rough Q = 1 eV, an anneal 5 K hotter shortens τ by a factor 1.054. If the gratings are annealed separately and the short one is 5 K hotter, the apparent ratio is 16 × 1.054 = 16.9. Annealing both on one crystal at a uniform temperature removes this error.

*Comparison with a real copper surface.* The times in (c) are estimates: τ is inversely proportional to D_s, so a threefold error in D_s changes both times threefold and leaves their ratio alone, as long as surface diffusion is the only process. With the bulk diffusion above included, a D_s three times smaller lowers the ratio from 15.91 to 15.73. The assumption of a smooth γ(θ) can fail on a real crystal. At a facet γ has a cusp, γ″ is not defined, and neither the exponential decay nor the factor of sixteen follows from this derivation. The size of that departure is not estimated here. The calculation requires a surface cut away from facet orientations by an angle much larger than the largest tilt of the grating, so that stiffness and mobility hardly vary along the profile. That tilt is 0.031 rad, or about 1.8°, for the short grating. Both gratings must also have the same orientation on the crystal, so that B is common to them.
